\section*{Low-Field Conductivity and Conductivity Mass of Electrons in Silicon's Six Valleys}

\section{The situation}

The conduction band of silicon has six equivalent minima, called valleys, in the directions $\pm x$, $\pm y$, $\pm z$ of the cube axes. Let $\mathbf a$ be the unit vector along the axis of one valley, $\mathbf k$ the wavevector measured from its minimum, and $\varepsilon$ the energy measured from the same point. Near the minimum
\begin{equation}
\varepsilon=\frac{\hbar^2}{2}\left[\frac{(\mathbf k\cdot\mathbf a)^2}{m_l}+\frac{k^2-(\mathbf k\cdot\mathbf a)^2}{m_t}\right],
\label{band}
\end{equation}
with $m_l=0.916\,m_0$ along the axis and $m_t=0.19\,m_0$ across it, where $m_0$ is the free-electron mass. The electron charge is $-e$ with $e>0$.

Unless a part says otherwise, the crystal is unstrained and uniform, the field $\mathbf E$ is weak, and scattering is described by one scalar relaxation time $\tau(\varepsilon)$, the same function in every valley.

\section{Part (a): one valley}

\textbf{Question.} Find the velocity of an electron in the valley with axis $\mathbf a$, and write it as a tensor acting on $\hbar\mathbf k$. When is the velocity parallel to $\mathbf k$?

\textbf{Answer.} The velocity is $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$. Since $\nabla_{\mathbf k}k^2=2\mathbf k$ and $\nabla_{\mathbf k}(\mathbf k\cdot\mathbf a)^2=2(\mathbf k\cdot\mathbf a)\mathbf a$, equation (\ref{band}) gives
\begin{equation}
\mathbf v=\hbar\left[\frac{\mathbf k}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)(\mathbf k\cdot\mathbf a)\,\mathbf a\right]=W\hbar\mathbf k,
\end{equation}
\begin{equation}
W=\frac{1}{m_t}I+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^{T}.
\label{W}
\end{equation}
Here $I$ is the unit tensor, and $\mathbf a\mathbf a^T$ projects a vector on the axis. $W$ is the inverse-mass tensor. Acting on $\mathbf a$ it gives $\mathbf a/m_l$; acting on a vector perpendicular to $\mathbf a$ it gives that vector divided by $m_t$. As $m_l\neq m_t$, the velocity is parallel to $\mathbf k$ only if $\mathbf k$ lies along the axis or perpendicular to it.

\section{Part (b): the current of one valley}

\textbf{Question.} From the Boltzmann equation, find the conductivity tensor of a valley that holds $n_v$ electrons per volume. Define the average of $\tau$ that appears.

\textbf{Answer.} In a steady uniform state the force $-e\mathbf E$ changes the occupation $f$ at the rate at which scattering restores the equilibrium function $f_0(\varepsilon)$:
\begin{equation}
-\frac{e}{\hbar}\mathbf E\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
\end{equation}
To first order in the field, $f$ on the left may be replaced by $f_0$. With $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$,
\begin{equation}
f-f_0=e\tau(\mathbf v\cdot\mathbf E)\frac{\partial f_0}{\partial\varepsilon}.
\end{equation}
This change is odd in $\mathbf k$, so it leaves the population of the valley unaltered. The equilibrium part carries no current. Counting two spin states, the current density is
\begin{equation}
\mathbf j_v=-2e\int\!\frac{d^3k}{(2\pi)^3}\,\mathbf v(f-f_0)
=2e^2\!\int\!\frac{d^3k}{(2\pi)^3}\,\tau\,\mathbf v(\mathbf v\cdot\mathbf E)\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\label{boltz}
\end{equation}
The two negative signs, from the charge in the force and in the current, combine so that the current has a positive component along the field.

Take coordinates along the principal axes of the ellipsoid, with masses $m_i$, and set $\hbar k_i=\sqrt{m_i}\,q_i$. Then
\begin{equation}
\varepsilon=\frac{q^2}{2},\qquad v_i=\frac{\hbar k_i}{m_i}=\frac{q_i}{\sqrt{m_i}},\qquad d^3k=\frac{\sqrt{m_lm_t^2}}{\hbar^3}\,d^3q .
\end{equation}
The ellipsoid has become a sphere. Because $\tau$ and $f_0$ depend on $\varepsilon$ alone, the product $q_iq_j$ can be averaged over directions, giving $\delta_{ij}q^2/3=2\varepsilon\,\delta_{ij}/3$. Hence $v_iv_j$ averages to $2\varepsilon\,\delta_{ij}/(3m_i)$.

From $q\,dq=d\varepsilon$ we have $q^2dq=\sqrt{2\varepsilon}\,d\varepsilon$. The density of states of the valley, both spins included, is therefore
\begin{equation}
g(\varepsilon)=\frac{2}{(2\pi)^3}\frac{\sqrt{m_lm_t^2}}{\hbar^3}\,4\pi\sqrt{2\varepsilon}=C\sqrt\varepsilon,\qquad C=\frac{\sqrt2\,m_d^{3/2}}{\pi^2\hbar^3},
\end{equation}
where $m_d=(m_lm_t^2)^{1/3}$. The conductivity becomes
\begin{equation}
\sigma_{v,ij}=\frac{\delta_{ij}}{m_i}\,\frac{2e^2C}{3}\int_0^\infty\tau\,\varepsilon^{3/2}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon .
\end{equation}
The density can be put in a similar form by partial integration, whose boundary terms vanish:
\begin{equation}
n_v=C\int_0^\infty\varepsilon^{1/2}f_0\,d\varepsilon=\frac{2C}{3}\int_0^\infty\varepsilon^{3/2}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon .
\end{equation}
Eliminating $2C/3$ between the two equations gives
\begin{equation}
\sigma_v=n_ve^2\langle\tau\rangle W,\qquad
\langle\tau\rangle=\frac{\int\tau\,\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)\,d\varepsilon}{\int\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)\,d\varepsilon}.
\label{one}
\end{equation}

For nondegenerate electrons $-\partial f_0/\partial\varepsilon=f_0/k_BT\propto e^{-\varepsilon/k_BT}$. If, for instance, $\tau\propto\varepsilon^{-1/2}$, then with $s=\varepsilon/k_BT$
\begin{equation}
\frac{\langle\tau\rangle}{\tau(k_BT)}=\frac{\int_0^\infty s\,e^{-s}ds}{\int_0^\infty s^{3/2}e^{-s}ds}=\frac{1}{3\sqrt\pi/4}=0.752 .
\end{equation}
The energy dependence changes a scalar factor and leaves the directional factor $W$ alone.

\section{Part (c): all six valleys}

\textbf{Question.} The valleys are equally populated. How does the total conductivity depend on the direction of the field? Define a single mass $m_c$ that gives the correct conductivity, and examine two limits of the mass ratio.

\textbf{Answer.} Each valley holds $n_v=n/6$, where $n$ is the total density. Currents add, so
\begin{equation}
\sigma=\frac{ne^2\langle\tau\rangle}{6}\sum_{\mathbf a}W_{\mathbf a}.
\end{equation}
For any vector $\mathbf u$, the two valleys on the $x$ axis contribute $2u_x\hat{\mathbf x}$ to $\sum\mathbf a(\mathbf a\cdot\mathbf u)$, since reversing $\mathbf a$ changes two signs. The other pairs do likewise, and the sum is $2\mathbf u$. Thus $\sum\mathbf a\mathbf a^T=2I$, and (\ref{W}) gives
\begin{align}
\frac16\sum_{\mathbf a}W_{\mathbf a}
&=\frac16\left[\frac6{m_t}+2\left(\frac1{m_l}-\frac1{m_t}\right)\right]I\nonumber\\
&=\left[\frac1{m_t}+\frac1{3m_l}-\frac1{3m_t}\right]I
=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)I .
\end{align}
The total tensor is a multiple of $I$. The current is parallel to the field, with the same conductivity, for every field direction:
\begin{equation}
\boxed{\;\sigma=\frac{ne^2\langle\tau\rangle}{m_c}\,I,\qquad \frac{3}{m_c}=\frac1{m_l}+\frac2{m_t}.\;}
\label{mc}
\end{equation}
Inverse masses are averaged because a given force produces accelerations in proportion to inverse mass, and the currents of the valleys add like conductors in parallel.

If $m_l=m_t=m$, then $m_c=m$, as it must for spherical valleys. If $m_l\to\infty$, electrons cannot be accelerated along their valley axis, yet $m_c$ stays finite and tends to $3m_t/2$: the term $2/m_t$ remains, so for any field direction the whole current then comes from motion across the valley axes.

\section{Part (d): numbers}

\textbf{Question.} Evaluate $m_c$. Then take $n=10^{15}\ \mathrm{cm^{-3}}$, $\langle\tau\rangle=0.20$ ps, $T=300$ K and a field of 10 V/cm. Find the mobility, resistivity, current density and drift velocity, and compare the last with the thermal velocity.

\textbf{Answer.} In units of $1/m_0$ the sum of inverse masses is $1.0917+10.5263=11.6180$, so
\begin{equation}
m_c=\frac{3}{11.6180}\,m_0=0.258\,m_0\approx0.26\,m_0 .
\end{equation}
The longitudinal term supplies $1.0917/11.6180=9.4\,\%$ of the sum, so the result is governed mainly by $m_t$.

Equation (\ref{boltz}) was also integrated numerically over $\mathbf k$ for constant $\tau$, with the crystal tilted against the coordinate axes, and the result was divided by $e^2\tau$ and the electron density. A single valley then had off-diagonal elements up to $1.910/m_0$. For all valleys together the tensor differed from $I/m_c$ by at most $3.9\times10^{-13}/m_0$.

Two other averages have different meanings. The arithmetic mean $(m_l+2m_t)/3=0.432\,m_0$ would give a mobility too low by the factor $0.258/0.432=0.60$. The mass $m_d=0.321\,m_0$ counts states in one valley; used for transport, it would give a factor $0.258/0.321=0.80$.

The mobility of a valley along its own axis is
\begin{equation}
\mu_l=\frac{e\langle\tau\rangle}{m_l}=\frac{1.602\times10^{-19}\times0.20\times10^{-12}}{0.916\times9.109\times10^{-31}}\ \mathrm{\frac{m^2}{V\,s}}=384\ \mathrm{\frac{cm^2}{V\,s}} .
\end{equation}
Across the axis, $\mu_t=e\langle\tau\rangle/m_t=1851\ \mathrm{cm^2/Vs}$. The total mobility is
\begin{equation}
\mu=\frac{\mu_l+2\mu_t}{3}=\frac{384+2\times1851}{3}=1362\ \mathrm{cm^2/Vs}.
\end{equation}
The conductivity $en\mu$ is 0.218 S/cm, and its inverse, the resistivity, is 4.58 $\Omega$\,cm. At 10 V/cm the current density is 2.18 A/cm$^2$ and the drift speed is $\mu E=1.36\times10^4$ cm/s.

For the thermal speed, equipartition gives $\langle v_i^2\rangle=k_BT/m_i$ along each principal axis, so
\begin{equation}
\langle v^2\rangle=k_BT\left(\frac1{m_l}+\frac2{m_t}\right)=\frac{3k_BT}{m_c}.
\end{equation}
The root-mean-square speed is $2.30\times10^7$ cm/s. The drift is about $6\times10^{-4}$ of it, which supports the first-order treatment. The product of thermal speed and $\langle\tau\rangle$ is 46 nm; the bulk result requires a sample much larger than this length.

\section{Part (e): a field between two cube axes}

\textbf{Question.} For the same numbers, let the field point along $[110]$. Find the current of each valley pair along and across the field, and show how the total becomes parallel to the field.

\textbf{Answer.} Let $\hat{\mathbf e}=(1,1,0)/\sqrt2$ be the field direction and $\hat{\mathbf s}=(-1,1,0)/\sqrt2$ the sideways direction. In the $x$ valleys the response is $(\mu_l,\mu_t,0)/\sqrt2$. Its components are
\begin{align}
\mu_\parallel&=\frac{\mu_l+\mu_t}{2}=\frac{384+1851}{2}=1118\ \mathrm{cm^2/Vs},\\
\mu_\perp&=\frac{\mu_t-\mu_l}{2}=\frac{1851-384}{2}\approx734\ \mathrm{cm^2/Vs}.
\end{align}
The current of these valleys leans from the field towards the $y$ axis, the direction in which they have the small mass. The angle is
\begin{equation}
\arctan\frac{\mu_t}{\mu_l}-45^\circ=\arctan\frac{m_l}{m_t}-45^\circ=33.3^\circ .
\end{equation}
In the $y$ valleys the roles of the two axes are exchanged: the component along the field is again 1118 and the sideways one is $-734\ \mathrm{cm^2/Vs}$. In the $z$ valleys the whole field is transverse, with components 1851 and 0.

The sideways currents of the $x$ and $y$ valleys cancel. The mean along the field is $(1118+1118+1851)/3\approx1362\ \mathrm{cm^2/Vs}$, the value for a field along a cube axis. Isotropy is thus a property of the sum; no single valley has it.

\section{Part (f): relaxing the assumptions}

\textbf{Question.} Decide whether isotropy survives (i) relaxation times $\tau_l$ and $\tau_t$ that differ along and across the valley axis, (ii) nonparabolic valleys with $\varepsilon(1+\alpha\varepsilon)$ in place of $\varepsilon$ on the left of (\ref{band}), and (iii) a strain that lowers the $z$ valleys by an energy $\Delta$. Estimate each effect for $\tau_l=0.7\,\tau_t$, $\alpha=0.5$ eV$^{-1}$ and $\Delta=9$ meV.

\textbf{Answer.} (i) Along each principal axis of a valley, $\tau/m_i$ is replaced by $\tau_i/m_i$. The tensor still has the form of a multiple of $I$ plus a multiple of $\mathbf a\mathbf a^T$, so the sum in part (c) goes through unchanged:
\begin{equation}
\mu=\frac e3\left(\frac{\tau_l}{m_l}+\frac{2\tau_t}{m_t}\right).
\end{equation}
Isotropy survives. With $\tau_t$ held fixed, lowering $\tau_l$ by 30\,\% removes 30\,\% of the 9.4\,\% longitudinal share, a mobility change of $-2.8\,\%$.

(ii) Write $\gamma=\varepsilon(1+\alpha\varepsilon)=q^2/2$. Differentiation gives $v_i=q_i/[\sqrt{m_i}(1+2\alpha\varepsilon)]$. The new factor depends on energy alone, so each valley still contributes a multiple of $W$, and isotropy survives. For constant $\tau$ and nondegenerate electrons, (\ref{boltz}) contains $\int q^4(1+2\alpha\varepsilon)^{-2}e^{-\varepsilon/k_BT}dq$ and the density contains $\int q^2e^{-\varepsilon/k_BT}dq$. Using $q\,dq=(1+2\alpha\varepsilon)d\varepsilon$, their integrands are proportional to
\begin{align}
\frac{\gamma^{3/2}}{1+2\alpha\varepsilon}&\approx\varepsilon^{3/2}\left(1-\tfrac12\alpha\varepsilon\right),\\
\gamma^{1/2}(1+2\alpha\varepsilon)&\approx\varepsilon^{1/2}\left(1+\tfrac52\alpha\varepsilon\right),
\end{align}
each times $e^{-\varepsilon/k_BT}$. The mean of $\varepsilon$ is $\frac52k_BT$ with the first weight and $\frac32k_BT$ with the second. The mobility is therefore multiplied by $1-(\frac54+\frac{15}4)\alpha k_BT=1-5\alpha k_BT$ to first order. With $k_BT=0.02585$ eV this is a change of $-6.5\,\%$; numerical integration without the expansion gives $-6.0\,\%$. These figures hold for constant $\tau$. If $\tau$ falls in inverse proportion to the density of states, as for acoustic-phonon scattering, nonparabolicity also shortens $\tau$ and the change is about $-11\,\%$.

(iii) Let $p$ be the fraction of electrons in the $z$ pair, and $(1-p)/2$ that in each other pair. With masses and $\langle\tau\rangle$ held fixed,
\begin{align}
\frac{\mu_{zz}}{e\langle\tau\rangle}&=\frac p{m_l}+\frac{1-p}{m_t},\\
\frac{\mu_{xx}}{e\langle\tau\rangle}&=\frac{1-p}{2m_l}+\frac{1+p}{2m_t},\\
\frac{\mu_{zz}-\mu_{xx}}{e\langle\tau\rangle}&=\frac{3p-1}{2}\left(\frac1{m_l}-\frac1{m_t}\right).
\end{align}
The difference vanishes only for $p=1/3$, so this strain destroys isotropy. Boltzmann statistics give
\begin{equation}
p=\frac{e^{\Delta/k_BT}}{2+e^{\Delta/k_BT}} .
\end{equation}
For $\Delta=9$ meV this is $p=0.415$, and
\begin{equation}
\frac{\mu_{zz}}{\mu_{xx}}=\frac{0.415\times1.0917+0.585\times5.2632}{0.2925\times1.0917+0.7075\times5.2632}=0.874 .
\end{equation}
The mobility along $z$ is about 13\,\% below that along $x$, because more electrons now meet a field along $z$ with their large mass. In real silicon the shift also alters intervalley scattering, so $\tau$ differs somewhat between the pairs; measured piezoresistance coefficients give a ratio near 0.86 for this splitting. For $\Delta\gg k_BT$ all electrons occupy the $z$ pair and the ratio tends to $m_t/m_l=0.21$.

\section{Part (g): the real material}

\textbf{Question.} Judge how well the example represents a piece of $n$-type silicon, and estimate how field, density and temperature affect it.

\textbf{Answer.} Lightly doped $n$-type silicon at room temperature has a mobility of roughly 1400 cm$^2$/Vs, and a density near $10^{15}$ cm$^{-3}$ corresponds to a wafer of a few $\Omega$\,cm. The example lies in this regime because $\langle\tau\rangle$ was chosen to put it there; the masses alone do not predict the mobility. Consider first a change of temperature and a strain. With a rough law $\mu\propto T^{-2.4}$, operation at 350 K multiplies the mobility by 0.69. In this estimate the masses are fixed and the loss comes from $\tau$. The splitting of 9 meV in part (f) corresponds to a strain difference of 0.1\,\% between the axes, with compression along $z$, for a rough deformation potential of 9 eV. Of these two changes, the first leaves the mobility isotropic and the second makes it anisotropic.

\emph{Field.} An electron gains power $e\mu E^2$. If it loses its excess energy $\frac32k_B(T_e-T)$ in a time $\tau_\varepsilon$, the balance is
\begin{equation}
T_e-T=\frac{2e\mu E^2\tau_\varepsilon}{3k_B}.
\end{equation}
A rough $\tau_\varepsilon=0.3$ ps gives $3\times10^{-4}$ K at 10 V/cm. With $\mu$ and $\tau_\varepsilon$ held fixed, the excess reaches 10\,\% of $T$ near 3100 V/cm. This only marks the scale of a few kV/cm: the measured mobility is already roughly a quarter lower at that field. For a field along $x$ and equal $\langle\tau\rangle$, the $y$ and $z$ valleys gain energy $1851/384=4.8$ times as fast per electron as the $x$ valleys. In a strong field they become hotter and scatter more often, so the ratio falls below 4.8, but the heating stays unequal. The populations can then become unequal, and the argument of part (c) no longer applies.

\emph{Density.} For nondegenerate electrons with chemical potential $\zeta$, measured from the band edge, $f_0=e^{(\zeta-\varepsilon)/k_BT}$. Integrating $6C\sqrt\varepsilon f_0$ gives
\begin{equation}
n=N_ce^{\zeta/k_BT},\qquad N_c=12\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}=2.74\times10^{19}\ \mathrm{cm^{-3}} .
\end{equation}
The occupation at the band edge is $n/N_c=3.7\times10^{-5}$, so Boltzmann statistics are adequate. Degeneracy by itself would alter $\langle\tau\rangle$ if $\tau$ depends on energy, but not isotropy, since (\ref{one}) holds for any $f_0(\varepsilon)$ that falls faster than $\varepsilon^{-3/2}$ at high energy, the Fermi function included. In doped silicon the density acts long before degeneracy sets in, through scattering on ionized donors: at $10^{17}$ cm$^{-3}$, where $n/N_c\approx4\times10^{-3}$, the measured mobility is already about half its low-doping value. The choice $\langle\tau\rangle=0.20$ ps therefore applies to light doping only.

\emph{Lattice heating.} The dissipated power is $jE=21.8$ W/cm$^3$. With a rough heat capacity of 1.7 J/(cm$^3$\,K) and no heat flow out of the sample, a 1 ms pulse warms it by $21.8\times10^{-3}/1.7=0.013$ K. Under a steady current the rise depends on the cooling. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
masses m_l, m_t: 0.916, 0.19 m0
1/m_l, 1/m_t, 2/m_t: 1.0917, 5.2632, 10.5263 1/m0
1/m_l + 2/m_t: 11.6180 1/m0
conductivity mass, formula: 0.2582 m0
conductivity mass, k-space integral: 0.2582 m0
arithmetic mean mass: 0.4320 m0
density-of-states mass, one valley: 0.3210 m0
largest off-diagonal, one valley: 1.910 1/m0
largest deviation from isotropy, all valleys: 3.9e-13 1/m0
<tau>/tau(kT) for tau ~ energy^(-1/2): 0.7523
temperature: 300 K; kT: 0.02585 eV
density: 1.0e+15 cm^-3
mean relaxation time: 0.20 ps; field: 10 V/cm
valley mobility along its axis: 384 cm2/Vs
valley mobility across its axis: 1851 cm2/Vs
total mobility: 1362 cm2/Vs
conductivity: 0.2183 S/cm
resistivity: 4.58 ohm cm
drift velocity: 1.362e+04 cm/s
rms thermal velocity: 2.298e+07 cm/s
rms velocity times tau: 46.0 nm
current density: 2.183 A/cm2
[110] field, x valleys, along and sideways: 1118, 734 cm2/Vs
[110] field, y valleys, along and sideways: 1118, -734 cm2/Vs
[110] field, z valleys, along and sideways: 1851, 0 cm2/Vs
[110] field, mean along: 1362 cm2/Vs
[110] field, tilt of x-valley current: 33.3 degrees
strain (rough potential 9 eV): 0.1 %
strain splitting: 9.0 meV
share of electrons in lowered pair: 0.415
strained mobility, lowered axis/other axes: 0.874
nonparabolicity (rough): 0.5 1/eV
mobility change, nonparabolic: -6.0 %
mobility change for tau_l/tau_t = 0.7: -2.8 %
mobility ratio 350 K/300 K (rough power -2.4): 0.69
energy relaxation time (rough): 0.3 ps
electron heating: 3.2e-04 K
field for 10 % electron heating: 3080 V/cm
effective density of states, six valleys: 2.74e+19 cm^-3
degeneracy parameter n/N_c: 3.7e-05
Joule power density: 21.8 W/cm3
heat capacity (rough): 1.7 J/(cm3 K)
lattice heating in 1 ms pulse: 0.013 K
\end{verbatim}
